# Width selection and elongation of a strained rectangular island, part 2

A strained island of fixed height \(h\) gains elastic energy by relaxing at its edges and pays surface energy for them. Which rectangle is best at fixed volume? The island has facet slope angle \(\theta\), sides \(s\le t\) at half height and projected facet width \(w=h\cot\theta\), with \(s\gg w\). Shear modulus \(\mu\), Poisson ratio \(\nu\) and misfit strain \(\varepsilon\) give the stress \(\sigma=2\mu\,\frac{1+\nu}{1-\nu}\,\varepsilon\).

Assumption 4: The top and the wetting layer have surface energy \(\gamma_s\), the facets \(\gamma_e\). Both are independent of strain.

Lengths are in nm, energies in eV. Without the uniform misfit term, and with volume \(V=hst\), the energy is

\[
E=2\Gamma h(s+t)-2ch^2B(s,t),
\]

\[
\Gamma=\frac{\gamma_e}{\sin\theta}-\gamma_s\cot\theta,\qquad
c=\frac{\sigma^2(1-\nu)}{2\pi\mu},\qquad
\phi=e^{-3/2}\cot\theta,
\]

\[
\alpha_0=e\,\phi h\,e^{\Gamma/(ch)},\qquad D=\sqrt{s^2+t^2}.
\]

\(B\) is the Tersoff-Tromp (TT) function \(B_L\) or the edge-integral function \(B_E\):

\[
B_L=t\ln\frac{s}{\phi h}+s\ln\frac{t}{\phi h},
\]

\[
\begin{aligned}
B_E={}&t\ln\frac{2t}{\phi h}+s\ln\frac{2s}{\phi h}-2(s+t)\\
&-t\,\operatorname{arsinh}\frac ts-s\,\operatorname{arsinh}\frac st+2D .
\end{aligned}
\]

Scaled variables:

\[
x=\frac s{\alpha_0},\quad y=\frac t{\alpha_0},\quad a=\sqrt{xy},\quad x=ae^{-u},\quad y=ae^{u},\quad u\ge0 .
\]

The theorem to be proved, to leading order in \(\tan\theta\) and \(w/s\):

(i) With either function, an infinitely long island has its lowest energy per volume, \(-2ch/\alpha_0\), at the width \(s=\alpha_0\).

(ii) With \(B_L\), the best square has side \(\alpha_0\) and energy per volume \(-4ch/\alpha_0\). At fixed area \(st\) the square is the best rectangle as long as \(\sqrt{st}\le e\alpha_0\). Above that size the best rectangle is elongated; its width decreases continuously from \(e\alpha_0\) towards \(\alpha_0\) as the area grows.

(iii) With \(B_E\), the square is the best rectangle up to

\[
\sqrt{st}=\frac{1+\sqrt2}{2}\,e^{\sqrt2-1}\alpha_0\approx1.83\,\alpha_0 ,
\]

and the width then decreases continuously from this value towards \(\alpha_0\). The best square, of side \(\tfrac12(1+\sqrt2)e^{2-\sqrt2}\alpha_0\approx2.17\,\alpha_0\), is already unstable against elongation.

(iv) Along the sequence of best rectangles of growing area, the energy per volume rises with \(B_L\) once \(\sqrt{st}>\alpha_0\). With \(B_E\) it falls throughout towards the wire value \(-2ch/\alpha_0\).

The final output also tests the elastic energy on a Gaussian mound (Fourier formula against Cerruti response tensor) and \(B_E\) against quadrature over sloping facets.

### Lemma 5: scaled energy

*The energy is \(E=-2ch^2\alpha_0M(x,y)\), with*

\[
M_L=y(1+\ln x)+x(1+\ln y),
\]

\[
\begin{aligned}
M_E={}&y\ln2y+x\ln2x-(x+y)\\
&-y\operatorname{arsinh}\frac yx-x\operatorname{arsinh}\frac xy+2R,
\qquad R=\sqrt{x^2+y^2}.
\end{aligned}
\]

*Proof.* The definition of \(\alpha_0\) gives \(\Gamma/(ch)=\ln(\alpha_0/\phi h)-1\). Therefore

\[
E=-2ch^2\left\{B-(s+t)\left[\ln\frac{\alpha_0}{\phi h}-1\right]\right\}.
\]

In \(B_L\) the term \(t\ln(s/\phi h)\) becomes \(t(\ln x+1)\), and likewise with \(s\) and \(t\) interchanged. In \(B_E\) the term \(t\ln(2t/\phi h)\) becomes \(t(\ln2y+1)\), and the added \(s+t\) turns \(-2(s+t)\) into \(-(s+t)\). \(\blacksquare\)

All material parameters have gone into \(\alpha_0\) and a prefactor. The lowest energy corresponds to the largest \(M\), and

\[
\frac EV=-\frac{2ch}{\alpha_0}\,\frac{M}{xy}.
\]

### Proof of (i)

Let \(y\to\infty\) at fixed \(x\). In \(M_E\), \(y\ln2y-y\operatorname{arsinh}(y/x)\to y\ln x\), and \(2R-y\to y\). Both forms then give \(M/(xy)\to(1+\ln x)/x\). Its derivative is \(-\ln x/x^2\), so the maximum lies at \(x=1\) and equals 1. The width is \(\alpha_0\) and the energy per volume \(-2ch/\alpha_0\). \(\blacksquare\)

A narrower wire has too many edges per volume, and those edges hinder each other. A wider one has too few edges to use the relaxation. The exponential in \(\alpha_0\) appears because the logarithm must grow until it outweighs the surface cost.

### Proof of (ii)

With the Tersoff-Tromp form,

\[
\frac{M_L}{xy}=\frac{1+\ln x}x+\frac{1+\ln y}y .
\]

Each term has its maximum 1 at argument 1. The square of side \(\alpha_0\) is thus the best square, and indeed the best of all rectangles, with \(E/V=-4ch/\alpha_0\).

At fixed size \(a\),

\[
M_L=2a[(1+\ln a)\cosh u-u\sinh u],
\]

\[
\begin{aligned}
\frac{dM_L}{du}&=2a[(1+\ln a)\sinh u-\sinh u-u\cosh u]\\
&=2a\sinh u\,[\ln a-u\coth u].
\end{aligned}
\]

The function \(u\coth u\) starts at 1 and increases without bound, since its derivative is \((\sinh2u-2u)/(2\sinh^2u)>0\). If \(\ln a\le1\), \(M_L\) falls for all \(u>0\) and the square is best. If \(\ln a>1\), \(M_L\) rises up to the single point where

\[
\ln a=u\coth u,
\]

and then falls. This point is the best rectangle. Its width obeys

\[
\ln x=\ln a-u=u(\coth u-1)=\frac{2u}{e^{2u}-1}.
\]

Since \((e^{v}-1)/v\) increases with \(v\), \(\ln x\) decreases from 1 to 0, that is, \(s\) decreases from \(e\alpha_0\) to \(\alpha_0\). As \(u\) starts from zero, the change of shape is continuous. \(\blacksquare\)

Close to the critical size, \(u\coth u\approx1+u^2/3\), so \(u\approx\sqrt{3\ln(a/e)}\). The aspect ratio leaves 1 with a square-root law: a small increase in area produces a marked elongation.

### Lemma 6: condition for the best shape with edge integrals

*Let \(p=e^u\), \(q=e^{-u}\), \(\delta=\sqrt{p^2+q^2}\). Then*

\[
\frac{dM_E}{du}=a(p-q)[\ln a-\lambda(u)],
\]

\[
\lambda(u)=-\ln2+\frac{p\ln(p+\delta)-q\ln(q+\delta)}{p-q}.
\]

*Proof.* Using \(\partial_y\operatorname{arsinh}(y/x)=1/R\) and \(\partial_y\operatorname{arsinh}(x/y)=-x/(yR)\),

\[
\begin{aligned}
\partial_yM_E&=\ln2y-\operatorname{arsinh}\frac yx-\frac yR+\frac{x^2}{yR}+\frac{2y}R\\
&=\ln2y-\operatorname{arsinh}\frac yx+\frac Ry ,
\end{aligned}
\]

because \(x^2+y^2=R^2\). Since \(\operatorname{arsinh}(y/x)=\ln[(y+R)/x]\), \(xy=a^2\) and \(R=a\delta\),

\[
\ln2y-\operatorname{arsinh}\frac yx=\ln\frac{2xy}{y+R}=\ln2a-\ln(p+\delta).
\]

Thus

\[
y\,\partial_yM_E=a\{p[\ln2a-\ln(p+\delta)]+\delta\},
\]

and \(x\,\partial_xM_E\) follows with \(q\) in place of \(p\). At fixed \(a\), \(dM_E/du=y\partial_yM_E-x\partial_xM_E\). The terms in \(\delta\) cancel, and the result is the one stated. \(\blacksquare\)

### Lemma 7: the slope of \(\lambda\)

*For \(u>0\), \(0<\lambda'(u)<1\).*

*Proof.* Let \(F=\operatorname{arsinh}(p/q)\) and \(G=\operatorname{arsinh}(q/p)\). Then \(\ln(p+\delta)=F-u\) and \(\ln(q+\delta)=G+u\), so the numerator in \(\lambda\) is

\[
N=pF-qG-2u\cosh u .
\]

From \(p/q=e^{2u}\), \(F'=2p/\delta\) and \(G'=-2q/\delta\). With \(p^2+q^2=\delta^2\),

\[
N'=pF+qG+2\delta-2\cosh u-2u\sinh u .
\]

Since \(\lambda=-\ln2+N/(2\sinh u)\), \(\lambda'=P/(2\sinh^2u)\), where

\[
\begin{aligned}
P&=N'\sinh u-N\cosh u\\
&=G-F+2u+2\delta\sinh u-\sinh2u .
\end{aligned}
\]

Here \(p(\sinh u-\cosh u)=-1\) and \(q(\sinh u+\cosh u)=1\) were used. Clearly \(P(0)=0\). To differentiate, use \(\delta'=2\sinh2u/\delta\) and \(\delta=2\cosh2u/\delta\):

\[
\begin{aligned}
P'&=\frac{-4\cosh u+4\sinh2u\sinh u+4\cosh2u\cosh u}\delta+2-2\cosh2u\\
&=\frac{4(\cosh3u-\cosh u)}\delta-4\sinh^2u\\
&=4\sinh^2u\left(\frac{4\cosh u}\delta-1\right).
\end{aligned}
\]

The last line uses \(\cosh3u-\cosh u=4\sinh^2u\cosh u\). As \(\delta^2=4\cosh^2u-2\), \(\delta<2\cosh u\), and the bracket exceeds 1. So \(P'>0\), \(P>0\) and \(\lambda'>0\).

For the upper bound, let \(Q=2\sinh^2u-P\), with \(Q(0)=0\). Then

\[
\begin{aligned}
Q'&=4\sinh u\left[\cosh u+\sinh u-\frac{4\sinh u\cosh u}\delta\right]\\
&=4\sinh u\,(p-\delta').
\end{aligned}
\]

But \(\delta'=(p^2-q^2)/\delta<p^2/\delta<p\), because \(\delta>p\). Hence \(Q>0\) and \(\lambda'<1\). \(\blacksquare\)

### Proof of (iii)

Near \(u=0\), \(N\) is the difference between \(e^u\ln(e^u+\delta)\) and the same function at \(-u\). The ratio \(N/(p-q)\) tends to the derivative of this function at zero. Since \(\delta(0)=\sqrt2\) and \(\delta'(0)=0\),

\[
\lambda(0)=-\ln2+\ln(1+\sqrt2)+\frac1{1+\sqrt2}
=\ln\frac{1+\sqrt2}2+\sqrt2-1 .
\]

For large \(u\), separate \(\ln(p+\delta)\) from \(N/(p-q)\):

\[
\lambda=-\ln2+\ln(p+\delta)+\frac q{p-q}\ln\frac{p+\delta}{q+\delta}.
\]

Here \(\ln(p+\delta)=u+\ln2+O(e^{-4u})\), and the last logarithm tends to \(\ln2\). So

\[
\lambda(u)-u=e^{-2u}\ln2+O(e^{-4u}).
\]

By Lemma 7, \(\lambda\) increases from \(\lambda(0)\) to infinity. Lemma 6 then gives the same picture as before: the square is best for \(\ln a\le\lambda(0)\), and above that there is one best rectangle, with \(\ln a=\lambda(u)\). Its width satisfies \(\ln x=\lambda(u)-u\), which decreases because \(\lambda'<1\), and tends to zero. The large-\(u\) result reads

\[
\ln\frac s{\alpha_0}\approx\frac st\ln2\qquad(t\gg s).
\]

For a square,

\[
\frac{M_E}{a^2}=\frac2a\left[\ln2a-\ln(1+\sqrt2)+\sqrt2-1\right]
=\frac2a\left[1+\ln\frac a{a_*}\right],
\]

with \(a_*=\tfrac12(1+\sqrt2)e^{2-\sqrt2}\). The derivative is \(-2\ln(a/a_*)/a^2\), so the maximum lies at \(a=a_*\approx2.17\). This exceeds the critical size, since \(2-\sqrt2>\sqrt2-1\). \(\blacksquare\)

The energy per volume of this unstable square is \(2/a_*\approx0.92\) times the wire value, so the wire is lower. In the Tersoff-Tromp form the best square is lower than the wire by a factor of two. The order is reversed by the treatment of edges whose length is comparable with their separation.

### Proof of (iv)

Both functions obey

\[
M(\kappa x,\kappa y)=\kappa M(x,y)+\kappa\ln\kappa\,(x+y),
\]

and differentiation at \(\kappa=1\) gives \(xM_x+yM_y=M+x+y\), where subscripts \(x\) and \(y\) denote derivatives. Along the sequence of best shapes, a change of \(u\) has no first-order effect on \(M\), so

\[
\frac{dM}{d\ln a}=M+x+y,\qquad
\frac{d}{d\ln a}\frac M{a^2}=\frac{x+y-M}{a^2}.
\]

The energy per volume falls with size if \(M<x+y\), and rises if \(M>x+y\).

In the Tersoff-Tromp form \(M_L-(x+y)=y\ln x+x\ln y\). This is positive for \(a>1\), because both sides of the best shape then exceed \(\alpha_0\).

With edge integrals, a square has \(M_E<2a\) for \(a<a_*\), which includes all stable squares. On the elongated branch \(xM_x=yM_y\), hence \(M_E+x+y=2yM_y\). Inserting \(\ln a=\lambda(u)\) into the expression for \(yM_y\) in Lemma 6, and using \(pq=1\),

\[
yM_y=a\left[\frac{\ln(X/Y)}{X-Y}+\delta\right],\qquad X=p+\delta,\quad Y=q+\delta .
\]

The condition \(M_E<x+y\) becomes \(yM_y<a(p+q)\), or

\[
\frac{\ln(X/Y)}{X-Y}<p+q-\delta=\frac2{p+q+\delta},
\]

since \((p+q)^2-\delta^2=2\). With \(X/Y=e^{2v}\), the inequality \(v<\sinh v\) shows that the left side is below \(1/\sqrt{XY}\). It therefore suffices that \((p+q+\delta)^2<4XY\). Written out, this is

\[
2+2\delta^2+2\delta(p+q)<4+4\delta^2+4\delta(p+q),
\]

which is true. As \(x\to1\) and \(y\to\infty\), \(M_E/(xy)\to1\), so the limit is the wire value. \(\blacksquare\)

### What growth favours

Suppose a small area is added to a given rectangle. Lengthening costs \((\partial E/\partial t)/s\) per area, widening costs \((\partial E/\partial s)/t\). Lengthening is cheaper if \(t\,\partial E/\partial t<s\,\partial E/\partial s\), which is the condition \(dM/du>0\). An island above the critical size that is already elongated, but less so than its best shape, therefore does better by growing at its ends. For an exact square the two costs are equal.

Following the best shape is more demanding. The width then shrinks while the area grows, so material must leave the long sides and move to the ends. If that transport is blocked, the width can stay above \(\alpha_0\). The theorem gives energies, not rates.

Result (iv) also distinguishes two views of many islands at the same fixed height. In the Tersoff-Tromp form, the energy favours sharing material among squares of side \(\alpha_0\), and elongation requires that an island be driven well beyond this size, to \(\sqrt{st}>e\alpha_0\). With edge integrals no finite size is preferred, provided the shape can adjust: one island in its best shape has less energy than two smaller ones of the same total volume. At a fixed width this can fail. For \(y\gg x\), \(M_E\to y(1+\ln x)+x(\ln2x-1)\), so joining two long islands of equal width end to end lowers the energy only if \(s<\tfrac e2\alpha_0\approx1.36\,\alpha_0\).

### Worked example

The parameters are round model values: \(\mu=300\) eV/nm³, \(\nu=0.25\), \(\varepsilon=0.03\), \(h=1.5\) nm, \(\cot\theta=4\), \(\gamma_s=7.0\) and \(\gamma_e=7.2\) eV/nm². Then

\[
\sigma=2(300)\frac{1.25}{0.75}(0.03)=30\ \text{eV/nm}^3,
\]

\[
c=\frac{30^2(0.75)}{2\pi(300)}=0.358\ \text{eV/nm}^3 .
\]

With \(1/\sin\theta=\sqrt{17}\), \(\Gamma=7.2\sqrt{17}-28=1.686\) eV/nm². So \(ch=0.537\) eV/nm² and \(\Gamma/(ch)=3.14\). The cutoff is \(\phi h=1.339\) nm, and

\[
\alpha_0=e\,(1.339\ \text{nm})\,e^{3.1395}=84.0\ \text{nm}=840\ \text{Å}.
\]

The digits are those of the leading-order formula. Terms neglected at small slope would enter the exponent, so at \(\tan\theta=1/4\) the physical width is not known to this accuracy. The surface energies matter even more, because \(\Gamma\) is a small difference of two large terms: changing \(\gamma_e\) by 0.1 eV/nm², or 1.4 %, changes \(\Gamma\) by 0.41 eV/nm² and \(\alpha_0\) by a factor of about 2.2. For a real island, a strain dependence of the surface energies of this size, excluded by assumption 4, would shift the width as much. The width of 84 nm is 14 times the facet width of 6 nm. In general \(\alpha_0/w=e^{-1/2}e^{\Gamma/(ch)}\), so the theory needs \(\Gamma/(ch)\) well above \(1/2\).

The square gives way at a side of 228 nm in the Tersoff-Tromp form and at 154 nm with edge integrals. Quadrature over the sloping facets, without the line approximation, also gives 154 nm. Direct minimization at fixed area yields these sides in nm:

| \(\sqrt{st}/\alpha_0\) | Tersoff-Tromp | Edge integrals |
|---|---|---|
| 1.5 | 126 × 126 | 126 × 126 |
| 2 | 168 × 168 | 113 × 249 |
| 3 | 146 × 437 | 92 × 690 |
| 6 | 95 × 2675 | 86 × 2965 |

At twice the selected width the two forms disagree about whether the island is a square at all. For long islands both widths approach 84 nm.

The energies per volume are \(-25.6\) meV/nm³ for the best Tersoff-Tromp square, \(-11.8\) for the best edge-integral square and \(-12.8\) for the infinite wire, in the order derived above.

The fixed height is essential. The wire energy per volume is

\[
-\frac{2ch}{\alpha_0}=-\frac{2c}{e\phi}\,e^{-\Gamma/(ch)},
\]

which for \(\Gamma>0\) becomes more negative as \(h\) increases. Raising \(h\) from 1.25 to 2 nm reduces \(\alpha_0\) from 131 to 51 nm and lowers the wire energy from \(-6.8\) to \(-28.0\) meV/nm³. A wire free to thicken would therefore gain energy by doing so, and \(\alpha_0\) at the original height would no longer be its best width. The formula cannot be followed to large heights, however. At \(h=\Gamma/c\), here 4.7 nm, \(\alpha_0/w\) has fallen to \(e^{1/2}\approx1.6\), and the assumption \(s\gg w\) is lost. Nor does this comparison among wires decide whether an island of free height would remain a wire at all. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
shear modulus mu = 300.0 eV/nm^3 = 48.1 GPa
Poisson ratio nu = 0.25, misfit = 0.030
height h = 1.50 nm, cot(theta) = 4.0
theta = 14.04 degrees
gamma_s = 7.00, gamma_e = 7.20 eV/nm^2
misfit stress sigma = 30.000 eV/nm^3
elastic constant c = 0.35810 eV/nm^3
edge cost Gamma = 1.68636 eV/nm^2
c*h = 0.53715 eV/nm^2, Gamma/(c*h) = 3.1395
phi = 0.89252, cutoff phi*h = 1.3388 nm
facet projected width = 6.00 nm
selected width alpha0 = 84.035 nm = 840.35 angstrom
alpha0/facet width = 14.01
Gaussian mound energy, Fourier = -4.475015 eV
Gaussian mound energy, Cerruti = -4.475015 eV
(facet B - edge B)/facet width, 60x100 and 240x400 nm:
  0.3726, 0.3596
best square, TT = 84.035 nm
best square, edge integrals = 182.225 nm
  ratio to alpha0 = 2.1685
critical side, TT = 228.45 nm, /alpha0 = 2.7185
critical side, edges = 153.51 nm, /alpha0 = 1.8268
  edge formula /alpha0 = 1.8266
critical side, sloping facets = 153.60 nm
sqrt(st)/alpha0 | TT s, t (nm) | edge-integral s, t (nm)
  1.5 | 126.05, 126.05 | 126.05, 126.05
  2.0 | 168.07, 168.07 | 113.31, 249.30
  3.0 | 145.55, 436.66 | 92.07, 690.32
  4.0 | 109.78, 1029.28 | 88.11, 1282.39
  6.0 | 95.03, 2675.34 | 85.73, 2965.38
ln(s/alpha0)*t/s at sqrt(st)=e^3 alpha0: 0.6930
energy per volume (meV/nm^3), misfit constant omitted:
  best TT square = -25.5679
  best edge-integral square = -11.7909
  infinite wire, both = -12.7839
h (nm), alpha0 (nm), wire energy (meV/nm^3):
  1.25, 131.21, -6.8230
  1.50, 84.03, -12.7839
  2.00, 51.11, -28.0239
```
